# Minimum hybridisation gap of an inverted electron-hole heterostructure: a program that tests the result

```python
"""
Minimum hybridisation gap of an inverted electron-hole heterostructure.

Two-band matrix (electron state first), in-plane wave vector k at angle phi:
    electron energy  -M0 + P k^2,    hole energy  +M0 - Q k^2,
    coupling         A k exp(i phi).
P = hbar^2/(2 m_e), Q = hbar^2/(2 m_h), B = (P+Q)/2, D = (P-Q)/2,
eta = A^2/(2 M0 B), k0^2 = M0/B (crossing of the uncoupled bands).

Result under test, for M0 > 0:
    eta < 1 : least vertical gap 2 M0 sqrt(eta(2-eta)) at k^2 = k0^2 (1-eta)
    eta >= 1: least vertical gap 2 M0 at k = 0.
Conduction edge at nonzero k if A^2 < 2 M0 Q; valence edge if A^2 < 2 M0 P.
If both hold, edge-to-edge gap = least vertical gap * sqrt(P Q)/B.
Energies in eV and lengths in nm unless a name says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import trapezoid
from scipy.optimize import minimize_scalar, brentq
from scipy.special import expit


# ---------- direct road: matrices and numerical searches ----------
def two_band_matrix(k, phi, M0, P, Q, A):
    k = np.atleast_1d(np.asarray(k, float))
    H = np.zeros((k.size, 2, 2), complex)
    H[:, 0, 0] = -M0 + P * k**2
    H[:, 1, 1] = M0 - Q * k**2
    H[:, 0, 1] = A * k * np.exp(1j * phi)
    H[:, 1, 0] = np.conj(H[:, 0, 1])
    return H


def levels(k, phi, *model):
    return np.linalg.eigvalsh(two_band_matrix(k, phi, *model))


def search_minimum(function, k_max, points=2001):
    """Global minimum of function(k) on [0, k_max]: mesh, then refinement."""
    mesh = np.linspace(0, k_max, points)
    best = int(np.argmin(function(mesh)))
    low, high = mesh[max(best - 1, 0)], mesh[min(best + 1, points - 1)]
    found = minimize_scalar(lambda k: function(k)[0], bounds=(low, high),
                            method="bounded", options={"xatol": 1e-11})
    return found.fun, found.x


def direct_results(model, phi=0.7):
    M0, P, Q, A = model
    k_max = 4 * np.sqrt(2 * abs(M0) / (P + Q))
    gap = search_minimum(
        lambda k: np.diff(levels(k, phi, *model), axis=1)[:, 0], k_max)
    upper = search_minimum(lambda k: levels(k, phi, *model)[:, 1], k_max)
    lower = search_minimum(lambda k: -levels(k, phi, *model)[:, 0], k_max)
    return gap, upper, (-lower[0], lower[1])


# ---------- derived formulas ----------
def formula_results(model):
    M0, P, Q, A = model
    B, D = (P + Q) / 2, (P - Q) / 2
    eta = A**2 / (2 * M0 * B)
    x_star = M0 / B * (1 - eta)
    half_gap = M0 * np.sqrt(max(eta * (2 - eta), 0))
    root = np.sqrt(P * Q)
    shift = D * half_gap / (B * root)
    gap = (2 * half_gap, np.sqrt(x_star)) if eta < 1 else (2 * M0, 0.0)
    upper, lower = (M0, 0.0), (-M0, 0.0)
    # max(..., 0) only removes a negative rounding error exactly at threshold
    if A**2 < 2 * M0 * Q:
        upper = (D * x_star + half_gap * root / B,
                 np.sqrt(max(x_star - shift, 0.0)))
    if A**2 < 2 * M0 * P:
        lower = (D * x_star - half_gap * root / B,
                 np.sqrt(max(x_star + shift, 0.0)))
    return gap, upper, lower


def compare(model, phi=0.7, position_tolerance=1e-4):
    M0, P, Q, A = model
    k0 = np.sqrt(2 * M0 / (P + Q))
    for direct, derived in zip(direct_results(model, phi),
                               formula_results(model)):
        assert abs(direct[0] - derived[0]) < 1e-8 * M0, (model, direct, derived)
        assert abs(direct[1] - derived[1]) < position_tolerance * k0, (
            model, direct, derived)


# Both mass orders, couplings on both sides of each of the three thresholds.
# No factor puts the coupling exactly on another threshold.
for P_test, Q_test in ((3.0, 1.0), (1.0, 3.0), (2.0, 2.0)):
    for threshold in (P_test, Q_test, (P_test + Q_test) / 2):
        for factor in (0.05, 0.6, 0.97, 1.03, 2.5):
            A_test = np.sqrt(factor * 2 * 0.8 * threshold)
            compare((0.8, P_test, Q_test, A_test), phi=0.3 + factor)
        # Exactly at threshold the extremum is quartic in k, so rounding fixes
        # its position only to about the fourth root of machine precision.
        compare((0.8, P_test, Q_test, np.sqrt(2 * 0.8 * threshold)),
                position_tolerance=1e-3)

# Bands that are not inverted: the least vertical gap stays at k = 0.
for A_test in (0.05, 0.5, 2.0):
    normal_gap, _, _ = direct_results((-0.8, 3.0, 1.0, A_test))
    assert abs(normal_gap[0] - 1.6) < 1e-8 and normal_gap[1] < 1e-4

# ---------- worked example ----------
hbar2_over_2m0 = const.hbar**2 / (2 * const.m_e) / const.e * 1e18   # eV nm^2
m_e, m_h = 0.04, 0.10
M0, A = 0.010, 0.040
P, Q = hbar2_over_2m0 / m_e, hbar2_over_2m0 / m_h
B, D = (P + Q) / 2, (P - Q) / 2
model = (M0, P, Q, A)
eta = A**2 / (2 * M0 * B)
k0 = np.sqrt(M0 / B)
compare(model)
gap, upper, lower = direct_results(model)
edge_gap = upper[0] - lower[0]
mass_factor = 2 * np.sqrt(m_e * m_h) / (m_e + m_h)
assert abs(edge_gap - gap[0] * mass_factor) < 1e-9
naive_gap = np.diff(levels(k0, 0.0, *model), axis=1)[0, 0]
assert abs(naive_gap - 2 * A * k0) < 1e-12
assert abs(gap[0] - naive_gap * np.sqrt(1 - eta / 2)) < 1e-10

# Composition of the upper state at the least vertical gap.
_, vectors = np.linalg.eigh(two_band_matrix(gap[1], 0.4, *model)[0])
electron_weight = abs(vectors[0, 1])**2
assert abs(electron_weight - 0.5 * (1 - np.sqrt(eta / (2 - eta)))) < 1e-5

# Curvatures at k = 0 from finite differences, for weak and strong coupling.
for A_test in (A, 3.5 * A):
    step = 0.01 * k0
    pair = levels([0.0, step], 0.2, M0, P, Q, A_test)
    gap_curve = ((pair[1, 1] - pair[1, 0]) - (pair[0, 1] - pair[0, 0])) / step**2
    upper_curve = (pair[1, 1] - pair[0, 1]) / step**2
    assert abs(gap_curve - (A_test**2 / M0 - 2 * B)) < 5e-3 * B
    assert abs(upper_curve - (A_test**2 / (2 * M0) - Q)) < 5e-3 * B

print("INPUT (rough values, broken-gap double quantum well)")
print(f"electron mass, hole mass = {m_e:.2f}, {m_h:.2f} m0")
print(f"half overlap M0 = {M0*1e3:.1f} meV; coupling A = {A:.3f} eV nm")
print(f"P = {P:.4f}, Q = {Q:.4f} eV nm^2")
print(f"B = {B:.4f}, D = {D:.4f} eV nm^2")
print("VERTICAL GAP")
print(f"eta = {eta:.4f}")
print(f"critical coupling sqrt(2 M0 B) = {np.sqrt(2*M0*B):.4f} eV nm")
print(f"bare crossing k0 = {k0:.4f} nm^-1")
print(f"position of least gap k* = {gap[1]:.4f} nm^-1")
print(f"least vertical gap = {gap[0]*1e3:.3f} meV")
print(f"gap at the bare crossing 2 A k0 = {naive_gap*1e3:.3f} meV")
print(f"electron weight of upper state at k* = {electron_weight:.4f}")
print("BAND EDGES")
print(f"conduction edge = {upper[0]*1e3:.3f} meV at {upper[1]:.4f} nm^-1")
print(f"valence edge = {lower[0]*1e3:.3f} meV at {lower[1]:.4f} nm^-1")
print(f"mass factor = {mass_factor:.4f}")
print(f"edge-to-edge gap = {edge_gap*1e3:.3f} meV")
print("THRESHOLDS in M0 at this A (nonzero k above them)")
print(f"valence edge: {A**2/(2*P)*1e3:.3f} meV")
print(f"vertical gap: {A**2/(2*B)*1e3:.3f} meV")
print(f"conduction edge: {A**2/(2*Q)*1e3:.3f} meV")
print("M0 (meV), vertical gap (meV), k* (nm^-1), edge gap (meV)")
for M0_row in (0.0005, 0.0010, 0.0015, 0.0030, 0.0100, 0.0200):
    row_model = (M0_row, P, Q, A)
    compare(row_model)
    row_gap, row_up, row_low = direct_results(row_model)
    # a position below the resolution of the search is printed as zero
    k_row = row_gap[1] if row_gap[1] > 1e-5 else 0.0
    print(f"{M0_row*1e3:5.1f} {row_gap[0]*1e3:8.3f} {k_row:8.4f}"
          f" {(row_up[0]-row_low[0])*1e3:8.3f}")


# ---------- neglected band terms: both spin blocks together ----------
def four_band_levels(k, phi, warp=0.0, kane_gap=None, rashba=0.0, asym=0.0):
    """Basis: electron up, hole up, electron down, hole down."""
    electron = P * k**2
    if kane_gap is not None:
        electron = kane_gap / 2 * (np.sqrt(1 + 4 * electron / kane_gap) - 1)
    hole = Q * k**2 * (1 + warp * np.cos(4 * phi))
    H = np.zeros(k.shape + (4, 4), complex)
    for first in (0, 2):
        H[..., first, first] = -M0 + electron
        H[..., first + 1, first + 1] = M0 - hole
    H[..., 0, 1] = A * k * np.exp(1j * phi)
    H[..., 2, 3] = -A * k * np.exp(-1j * phi)
    H[..., 0, 2] = 1j * rashba * k * np.exp(-1j * phi)
    H[..., 0, 3] = -asym
    H[..., 1, 2] = asym
    for row in range(4):
        for column in range(row):
            H[..., row, column] = np.conj(H[..., column, row])
    return np.linalg.eigvalsh(H)


def four_band_gap(radial=601, angular=64, **terms):
    k, phi = np.meshgrid(np.linspace(0, 2.5 * k0, radial),
                         np.arange(angular) * 2 * np.pi / angular,
                         indexing="ij")
    energy = four_band_levels(k, phi, **terms)
    return energy[..., 2].min() - energy[..., 1].max()


assert abs(four_band_gap() - edge_gap) < 1e-6
# Time reversal: the spectra at k and -k must agree with all terms present.
k_check = np.linspace(0.01, 0.3, 7)
all_terms = dict(warp=0.2, kane_gap=0.4, rashba=0.01, asym=0.0005)
assert np.allclose(four_band_levels(k_check, 0.37 + 0 * k_check, **all_terms),
                   four_band_levels(k_check, 0.37 + np.pi + 0 * k_check,
                                    **all_terms), atol=1e-12)
print("NEGLECTED BAND TERMS: change of edge-to-edge gap")
for label, terms in (
        ("hole warping 20 %", dict(warp=0.2)),
        ("nonparabolicity, Kane gap 0.4 eV", dict(kane_gap=0.4)),
        ("Rashba 0.01 eV nm", dict(rashba=0.01)),
        ("inversion asymmetry 0.5 meV", dict(asym=0.0005)),
        ("all four", all_terms)):
    print(f"{label}: {(four_band_gap(**terms)-edge_gap)*1e3:+.3f} meV")
mesh_shift = (four_band_gap(radial=1201, angular=128, **all_terms)
              - four_band_gap(**all_terms))
assert abs(mesh_shift) < 5e-5
print(f"shift on doubling the k mesh: {mesh_shift*1e3:+.5f} meV")

# ---------- temperature, with Fermi statistics and neutrality ----------
k_mesh = np.linspace(0, 1.5, 6001)
band = levels(k_mesh, 0.0, *model)


def carriers(mu, kT):
    """Electrons in the upper and holes in the lower band, both spins, nm^-2."""
    weight = k_mesh / np.pi
    electrons = trapezoid(weight * expit((mu - band[:, 1]) / kT), k_mesh)
    holes = trapezoid(weight * expit((band[:, 0] - mu) / kT), k_mesh)
    return electrons, holes


density0 = k0**2 / (2 * np.pi)
print("TEMPERATURE, DISORDER, FIELD, COULOMB")
print(f"density enclosed by bare crossing = {density0*1e14:.3e} cm^-2")
for T in (4.0, 77.0, 300.0):
    kT = const.k * T / const.e

    def imbalance(mu):
        n, p = carriers(mu, kT)
        return np.log(n / p)

    mu = brentq(imbalance, -0.1, 0.1, xtol=1e-14)
    n, p = carriers(mu, kT)
    assert abs(n / p - 1) < 1e-6
    print(f"T = {T:.0f} K: kT = {kT*1e3:.3f} meV, electrons = {n*1e14:.2e} cm^-2")

# ---------- disorder broadening from a mobility ----------
mobility_cm2 = 1e5
lifetime = mobility_cm2 * 1e-4 * m_e * const.m_e / const.e
broadening = const.hbar / lifetime / const.e
print(f"hbar/tau at mobility {mobility_cm2:.0e} cm2/Vs = {broadening*1e3:.3f} meV")


# ---------- interband breakdown in an in-plane field ----------
def breakdown_probability(force, steps):
    """Start in the lower band at k = 0; force in eV/nm drives k to 4 k0."""
    dk = 4 * k0 / steps
    a, b = 1.0 + 0j, 0.0 + 0j
    for k in (np.arange(steps) + 0.5) * dk:
        z, x = -M0 + B * k * k, A * k
        size = (z * z + x * x)**0.5
        angle = size * dk / force
        c, s = np.cos(angle), -1j * np.sin(angle) / size
        a, b = c * a + s * (z * a + x * b), c * b + s * (x * a - z * b)
    _, states = np.linalg.eigh(two_band_matrix(4 * k0, 0.0, *model)[0])
    assert abs(abs(a)**2 + abs(b)**2 - 1) < 1e-8
    return abs(np.vdot(states[:, 1], np.array([a, b])))**2


for field_kV_cm in (1.0, 5.0):
    force = field_kV_cm * 1e-4
    coarse = breakdown_probability(force, 10000)
    fine = breakdown_probability(force, 20000)
    assert abs(coarse - fine) < 1e-4
    print(f"breakdown probability at {field_kV_cm:.0f} kV/cm = {fine:.4f}")

# ---------- Coulomb scales for layers a distance apart ----------
permittivity, separation = 15.0, 10.0
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9      # eV nm
charging = 4 * np.pi * coulomb * density0 * separation / permittivity
pair_energy = coulomb / (permittivity * separation)
print(f"layer separation = {separation:.0f} nm, permittivity = {permittivity:.0f}")
print(f"charging energy of that density = {charging*1e3:.2f} meV")
print(f"electron-hole Coulomb scale = {pair_energy*1e3:.2f} meV")

print("ALL CHECKS PASSED")
```

Printed output:

```
INPUT (rough values, broken-gap double quantum well)
electron mass, hole mass = 0.04, 0.10 m0
half overlap M0 = 10.0 meV; coupling A = 0.040 eV nm
P = 0.9525, Q = 0.3810 eV nm^2
B = 0.6667, D = 0.2857 eV nm^2
VERTICAL GAP
eta = 0.1200
critical coupling sqrt(2 M0 B) = 0.1155 eV nm
bare crossing k0 = 0.1225 nm^-1
position of least gap k* = 0.1149 nm^-1
least vertical gap = 9.499 meV
gap at the bare crossing 2 A k0 = 9.797 meV
electron weight of upper state at k* = 0.3737
BAND EDGES
conduction edge = 8.063 meV at 0.0991 nm^-1
valence edge = -0.520 meV at 0.1288 nm^-1
mass factor = 0.9035
edge-to-edge gap = 8.582 meV
THRESHOLDS in M0 at this A (nonzero k above them)
valence edge: 0.840 meV
vertical gap: 1.200 meV
conduction edge: 2.100 meV
M0 (meV), vertical gap (meV), k* (nm^-1), edge gap (meV)
  0.5    1.000   0.0000    1.000
  1.0    2.000   0.0000    1.971
  1.5    2.939   0.0212    2.699
  3.0    4.800   0.0520    4.337
 10.0    9.499   0.1149    8.582
 20.0   13.646   0.1679   12.329
NEGLECTED BAND TERMS: change of edge-to-edge gap
hole warping 20 %: -1.447 meV
nonparabolicity, Kane gap 0.4 eV: +0.201 meV
Rashba 0.01 eV nm: -0.680 meV
inversion asymmetry 0.5 meV: -0.868 meV
all four: -2.683 meV
shift on doubling the k mesh: -0.00754 meV
TEMPERATURE, DISORDER, FIELD, COULOMB
density enclosed by bare crossing = 2.387e+11 cm^-2
T = 4 K: kT = 0.345 meV, electrons = 3.60e+05 cm^-2
T = 77 K: kT = 6.635 meV, electrons = 1.63e+11 cm^-2
T = 300 K: kT = 25.852 meV, electrons = 5.48e+11 cm^-2
hbar/tau at mobility 1e+05 cm2/Vs = 0.289 meV
breakdown probability at 1 kV/cm = 0.0099
breakdown probability at 5 kV/cm = 0.3694
layer separation = 10 nm, permittivity = 15
charging energy of that density = 28.80 meV
electron-hole Coulomb scale = 9.60 meV
ALL CHECKS PASSED
```
